# Adatom Diffusion Barrier from the Arrhenius Slope of Island Density

## Problem

Atoms are deposited at a constant flux on a flat crystal surface and form islands one atomic layer high. The island density $N$ is measured at several temperatures, always with the same flux and at the same coverage. A plot of $\ln N$ against $1/(kT)$ is a straight line of slope $S=0.20$ eV, so the density falls as the surface is heated.

Two adatoms that meet form a stable dimer, which neither breaks up nor moves. Diffusion is isotropic, attachment to an island meets no extra barrier, nothing desorbs, and islands do not merge. Diffusion is fast compared with deposition, in a sense to be made precise.

(a) Find how $N$ depends on the diffusion coefficient and the flux.

(b) Find the adatom diffusion barrier $E$.

(c) Decide how far the answer can be trusted when diffusion is not extremely fast.

## Hints

1. Write one balance for adatoms and one for islands. How many adatoms disappear when a dimer forms?
2. After a short time most arriving atoms are captured by existing islands. What adatom density does this imply?
3. Put that density into the nucleation rate. Islands suppress the adatoms that would make further islands, so the equation for $N$ is nonlinear but separable.
4. At fixed flux and coverage, ask which factor in $N$ carries the temperature dependence.
5. For (c), restore the adatoms spent on nucleation and find the small parameter that measures them.

## Full solution

### Conventions and balances

Lengths are measured in site spacings $a$, and densities are numbers per site. The flux $F$ is in monolayers per second (ML/s). The diffusion coefficient $D$ is then in sites per second, and on a square lattice it is one quarter of the total hop rate. The coverage is $\theta=Ft$.

Let $n_1$ be the adatom density and $N$ the density of all islands, dimers included. In mean field, where every adatom sees the average surroundings,

$$\frac{dn_1}{dt}=F-2\sigma_1Dn_1^2-\sigma_xDn_1N,\qquad \frac{dN}{dt}=\sigma_1Dn_1^2 .$$

The dimensionless capture numbers $\sigma_1$ and $\sigma_x$ describe how effectively an adatom and an island collect diffusing atoms. Two adatoms approach each other with relative diffusion coefficient $2D$, so each one meets others at the rate $2\sigma_1Dn_1$. Multiplying by $n_1$ and dividing by 2, so that no pair is counted twice, gives $\sigma_1Dn_1^2$ dimers per site and second. Each dimer uses two adatoms, hence the factor 2 in the first balance. Atoms that land directly on islands are neglected, which requires $\theta\ll1$.

### The quasi-steady adatom density

At first there are no islands and $n_1\approx\theta$. Later, capture by islands nearly balances deposition:

$$F\approx\sigma_xDn_1N\quad\Longrightarrow\quad n_1=\frac{F}{\sigma_xDN}.$$

To estimate when this balance takes over, insert $n_1\approx\theta$ into the island equation. With $dt=d\theta/F$ this gives $N\approx\sigma_1(D/F)\theta^3/3$. Capture becomes comparable with deposition when $\sigma_x(D/F)\theta N\sim1$, that is, when $(D/F)^2\theta^4$ is of order one. The transient therefore ends at a coverage of order $(D/F)^{-1/2}$, which must be much smaller than the coverage of the measurement.

### The island density

Substitute the quasi-steady $n_1$ into the nucleation rate:

$$\frac{dN}{dt}=\sigma_1D\,\frac{F^2}{\sigma_x^2D^2N^2}=\frac{\sigma_1F^2}{\sigma_x^2DN^2}.$$

Multiply by $N^2$ and use $dt=d\theta/F$:

$$N^2\frac{dN}{d\theta}=\frac{\sigma_1F}{\sigma_x^2D}.$$

With constant capture numbers the right side is constant. The left side is the derivative of $N^3/3$. Integrating from zero, with the short transient neglected, gives

$$\boxed{N^3=\frac{3\sigma_1\theta}{\sigma_x^2}\,\frac{F}{D}}$$

This answers (a): $N\propto(F/D)^{1/3}$. If the capture numbers vary with coverage, $\sigma_1\theta/\sigma_x^2$ is replaced by $\int(\sigma_1/\sigma_x^2)\,d\theta$. The exponent survives provided this integral does not depend on temperature or flux.

Faster diffusion makes adatoms meet more often, but it also delivers them to islands sooner. The adatom density falls as $1/D$ at given $N$, and nucleation depends on its square, so the second effect wins and fewer islands form.

### The barrier

Let $D=D_0e^{-E/kT}$ with a temperature-independent prefactor $D_0$. Take the logarithm of the cube law and divide by 3:

$$\ln N=\frac13\ln\!\left(\frac{3\sigma_1\theta F}{\sigma_x^2D_0}\right)+\frac{E}{3kT}.$$

The first term is the same at every temperature because $F$ and $\theta$ are held fixed. The slope against $1/(kT)$ is therefore $S=E/3$, and

$$E=3S=3\times0.20\ \text{eV}=0.60\ \text{eV}.$$

An uncertainty of 0.005 eV in the slope becomes 0.015 eV in the barrier. The dimer bond energy does not appear because no dimer breaks. If the data are plotted as $\log_{10}N$ against $1/T$, the slope is $S/(k\ln10)=1008$ K.

The full balances, with dimers and larger islands followed separately, were integrated numerically without the quasi-steady step. The values used were $\sigma_1=3$, $\sigma_x=7$ and $\theta=0.1$. At $D/F=10^{10}$ the resulting density was 0.9995 times the cube-law value. With an input barrier of 0.60 eV, temperatures from 300 to 350 K and a flux of $10^{-8}$ ML/s, three times the fitted slope was 0.5999 eV. This very small flux serves to reach the limit, not to represent a practical deposition.

### How fast must diffusion be?

The quasi-steady step neglected the adatoms used in making dimers. Relative to the flux, this loss is $2\,dN/d\theta$. Since the cube law gives $N\propto\theta^{1/3}$, we have $dN/d\theta=N/(3\theta)$, and the relative loss is $2N/(3\theta)$. The small parameter is thus $N/\theta$, the inverse of the mean number of atoms per island.

Its effect is simplest to find for equal capture numbers $\sigma_1=\sigma_x=\sigma$. Restoring the loss gives $n_1=(1-2\,dN/d\theta)\,F/(\sigma DN)$. Squaring this and keeping the first correction,

$$N^2\frac{dN}{d\theta}\approx\frac{F}{\sigma D}\left(1-4\frac{dN}{d\theta}\right).$$

Integration gives $N^3\approx(3F/\sigma D)(\theta-4N)$. Let $N_0=(3\theta F/\sigma D)^{1/3}$ be the cube-law value. Taking the cube root to first order,

$$N\approx N_0\left(1-\frac{4N_0}{3\theta}\right)\approx\frac{N_0}{1+4N_0/(3\theta)}.$$

The last two forms agree to first order; the second behaves better when the correction is not very small. The reduction is larger at low $D/F$, where islands are dense, so the apparent exponent falls below $1/3$.

For $\sigma=2$ and $\theta=0.1$, $N_0=0.0247$ at $D/F=10^4$ and $0.0053$ at $10^6$. The corrected densities are $0.0186$ and $0.0050$, and the exponent between them is about 0.29. Integration of the full equations gives 0.285. At $D/F=10^4$ the expansion parameter $4N_0/(3\theta)$ is 0.33, so such close agreement is better than a first-order estimate guarantees.

A lattice simulation of individual deposition and hopping events shows the same behaviour. It treats islands as points, each occupying one site. For $D/F$ from $10^4$ to $10^6$ its exponent is 0.277, with counting noise of about 0.01. A mean-field calculation for point islands, with capture numbers computed from the surrounding density, gives 0.268. The two exponents agree within the noise. The mean-field densities lie 3 to 8 per cent above those of the simulation, which was run once for each $D/F$. Between $10^{11}$ and $10^{13}$ the mean-field exponent rises to 0.324, still slightly below $1/3$ because point-island capture weakens logarithmically as the islands move apart.

### A worked example and its real counterpart

Take $E=0.60$ eV, a hop prefactor of $10^{13}$ s$^{-1}$, $F=0.01$ ML/s, $\theta=0.1$ and $a=0.25$ nm. At 300 K, $D/F=2.08\times10^4$. With $\sigma_1=3$ and $\sigma_x=7$ the cube law gives

$$N=\left(\frac{3\times3\times0.1}{49\times2.08\times10^4}\right)^{1/3}=0.0096\ \text{per site}.$$

At 350 K, $D/F=5.73\times10^5$ and $N=0.0032$. The change in $1/(kT)$ is $5.53$ eV$^{-1}$, so the slope is $\ln(0.00959/0.00318)/5.53=0.20$ eV, as the cube law requires.

A fuller mean-field model treats islands as compact discs and computes their capture numbers. It gives $N=0.0122$ at 300 K and $0.0045$ at 350 K. These correspond to $2.0\times10^{13}$ and $7.2\times10^{12}$ cm$^{-2}$, or mean spacings $a/\sqrt N$ of 2.3 and 3.7 nm. The absolute densities differ from the cube-law values partly because 3 and 7 are only round capture numbers. More important here, the fitted slope is smaller: multiplied by 3 it gives 0.546 eV, about 9 per cent below the input barrier. The cube-law estimate $2N/(3\theta)$ of the nucleation loss is 8 per cent at 300 K and 3 per cent at 350 K. The loss $2\,dN/d\theta$ in the disc model itself, where $N$ does not follow $\theta^{1/3}$ exactly, is 8 and 2 per cent. The larger loss at the cold end acts in this direction.

This answers (c). The value 0.60 eV holds for large $D/F$ and constant capture numbers. Large $D/F$ alone is not enough. In the disc model at fixed coverage the island capture number becomes nearly constant, while that of an adatom still weakens logarithmically. The exponent then passes $1/3$ near $D/F=10^7$ and is about 0.345 from $10^9$ to $10^{12}$, so the factor 3 overestimates the barrier there by 3 to 4 per cent. At moderate $D/F$ it can be off by several per cent, and the size of the error depends on how islands capture atoms. The 9 per cent belongs to the disc model. If adatoms stick as soon as they reach a site next to an island, capture is more effective and the densities are lower. The error in the barrier then changes too: in mean field, enlarging the capture radii by one site spacing lowers the inferred barrier by a further 0.01 to 0.02 eV.

Nor can the barrier be corrected by multiplying it by $0.60/0.546$. At fixed prefactor and flux, a higher barrier lowers $D/F$. In the disc model the resulting fall of the exponent outweighs the direct effect of the barrier: raising it from 0.60 to 0.66 eV makes the slope smaller, not larger. A careful analysis fits the densities themselves, using a model whose capture numbers have been checked by simulation.

These parameters are rough values in the regime of nickel deposited on Ni(100), not a fit to that system. Desorption is negligible there: with a rough adsorption energy of 3 eV, its rate at 350 K is below $10^{-32}$ of the capture rate. Dimer stability matters more. With a rough bond energy of 0.30 eV, the fuller model's inferred barrier changes from 0.546 to 0.575 eV. Bonds break more readily at the hot end, which lowers $N$ there and steepens the line. Within this model, the move towards 0.60 eV is a partial cancellation of two errors. Dimer motion, treated next, can shift the result further. The fuller model still omits merging, direct landing on islands and spatial correlations beyond mean field.

## Variation 1: dimers that move

**Question.** Dimers remain stable but diffuse with coefficient $D_2$, and most join a larger island before meeting an adatom. What barrier does the same slope imply if dimers and adatoms have equal barriers and prefactors?

**Solution.** Let $N$ now count the larger, immobile islands. Dimer formation balances dimer capture:

$$\sigma_1Dn_1^2=\sigma_xD_2n_2N\quad\Longrightarrow\quad n_2=\frac{\sigma_1Dn_1^2}{\sigma_xD_2N}.$$

A new immobile island forms when an adatom meets a dimer; their relative diffusion coefficient is $D+D_2$. Meetings of two dimers are rarer when $n_2\ll n_1$ and are neglected. With $n_1=F/(\sigma_xDN)$,

$$\frac{dN}{dt}=\sigma_1(D+D_2)n_1n_2=\frac{\sigma_1^2(D+D_2)F^3}{\sigma_x^4D^2D_2N^4}.$$

Multiplying by $N^4$ and integrating at constant flux,

$$N^5=\frac{5\sigma_1^2\theta F^2}{\sigma_x^4}\left(\frac1{DD_2}+\frac1{D^2}\right).$$

For $D_2=D$, $N\propto(F/D)^{2/5}$ and $S=2E/5$. The same slope now means $E=5\times0.20/2=0.50$ eV. Integration of the full equations with $D_2=D$ gives an exponent of 0.3991 for $D/F$ between $10^{12}$ and $10^{13}$.

If dimers are much slower than adatoms but still mostly join islands, the first term dominates and $S=(E+E_2)/5$, where $E_2$ is the dimer barrier. The slope then fixes only the sum, $E+E_2=1.00$ eV.

The worked example is not in the large-$D/F$ limit. With an input adatom barrier of 0.60 eV, and with $N$ again counting all islands, dimers included, the factor 3 applied to the fuller model's slopes would infer 0.633, 0.631 and 0.555 eV for dimer barriers 0, 0.1 and 0.2 eV above the adatom's. The immobile-dimer value was 0.546 eV. "Stable" must therefore be supplemented by "immobile" before the factor 3 is used.

## Variation 2: checking the exponent with the flux

**Question.** The temperature and final coverage are held fixed while the flux is raised tenfold. By what factor does $N$ grow, and can this reveal mobile dimers?

**Solution.** For large $D/F$ and constant capture numbers, immobile dimers give $10^{1/3}=2.15$ and dimers as mobile as adatoms give $10^{2/5}=2.51$. With the drifting capture numbers of the disc model, the factors between $D/F=10^9$ and $10^{10}$ are slightly larger, about 2.21 and 2.55. The barrier does not enter, so the flux measurement checks the exponent independently of the temperature plot.

At moderate $D/F$ both factors are smaller. In the fuller model, for unbreakable dimers that are either immobile or exactly as mobile as adatoms, $N$ at fixed coverage depends on temperature and flux through $D/F$ alone. The average exponent is then the fitted slope divided by the input barrier. The two cases give $(0.546/3)/0.60=0.303$ and $(0.633/3)/0.60=0.352$, hence average factors of 2.0 and 2.25 per decade over the example's range. The factor is smaller at lower $D/F$, so a single measurement must be compared with the prediction for its own temperature and fluxes.

A measured factor near 2.15, for example, lies between these two averages and does not by itself establish that dimers are immobile. Distinguishing the cases requires either a larger $D/F$ or a comparison with the finite-$D/F$ model. The computed values are collected in the numerical output below.

## Table of computed values

```
Measured slope of ln N vs 1/kT: 0.20 eV
Inferred barrier 3 x slope: 0.60 eV
Same slope as log10 N vs 1/T: 1008 K
Full equations / cube law at D/F=1e10: 0.9995
Exponent of F/D, D/F=1e9 to 1e10: 0.3331
Limit test, flux 1e-08 ML/s: slope 0.2000 eV, 3 x slope 0.5999 eV
Point islands D/F=1e+04: simulated N 0.01833, mean field 0.01885 per site
Point islands D/F=1e+05: simulated N 0.00983, mean field 0.01059 per site
Point islands D/F=1e+06: simulated N 0.00513, mean field 0.00548 per site
Exponent of F/D: simulated 0.277, mean field 0.268
Same range, both capture numbers fixed at 2: exponent 0.285
Mean-field point islands, D/F=1e11 to 1e13: exponent 0.324
Mobile dimers, exponent of F/D: 0.3991
N(D2/D=0.01)/N(D2/D=0.1): full 1.552, law 1.558
Barrier from same slope if dimers move equally fast: 0.50 eV
Example: hop prefactor 1e+13 1/s, flux 0.01 ML/s, coverage 0.1 ML
Site spacing 0.25 nm; cube law uses s1=3, sx=7
T=300 K: D/F=2.08e+04, cube-law N=0.00959, fuller N=0.01222 per site
   fuller N=1.96e+13 per cm2, mean spacing 2.26 nm
T=325 K: D/F=1.24e+05, cube-law N=0.00529, fuller N=0.00724 per site
   fuller N=1.16e+13 per cm2, mean spacing 2.94 nm
T=350 K: D/F=5.73e+05, cube-law N=0.00318, fuller N=0.00447 per site
   fuller N=7.15e+12 per cm2, mean spacing 3.74 nm
Input barrier of fuller models: 0.60 eV
3 x slope, immobile unbreakable dimers: 0.546 eV
3 x slope, dimer bond 0.30 eV: 0.575 eV
3 x slope, dimer barrier 0.0 eV above atom's: 0.633 eV
3 x slope, dimer barrier 0.1 eV above atom's: 0.631 eV
3 x slope, dimer barrier 0.2 eV above atom's: 0.555 eV
Desorption/capture rate at 350 K, adsorption 3.0 eV: 3.5e-33
```
